# Exact sampling of master-equation trajectories by residence-time and first-reaction methods: test program

```python
# Result under test: for constant channel rates k_m out of a state, with total K,
# the residence-time draw and the first-reaction draw both have the joint law
#   P(channel m, waiting time <= t) = (k_m / K) (1 - exp(-K t)),
# and trajectories built from either draw reproduce the master equation
#   dp/dt = p L,  L[i,j] = (rate i->j) for i != j,  L[i,i] = -K_i,
# including jump-number resolved and two-time probabilities.
# Model: adatom on sites A (terrace), B (step edge), C (kink).
# Energies in eV, times in ns, rates in 1/ns.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import expm
from scipy.stats import poisson

rng = np.random.default_rng(20240)
names = "ABC"
temperature = 500.0
prefactor = 1.0e13                      # 1/s
kT = constants.k * temperature / constants.e
site_energy = np.array([0.00, 0.02, -0.06])
# rows: start site; columns: channels; inf marks an absent channel
saddle = np.array([[0.50, 0.52, 0.56],
                   [0.50, 0.52, 0.56],
                   [0.56, 0.56, np.inf]])
destination = np.array([[1, 1, 2], [0, 0, 2], [0, 1, 0]])
channel_names = ["hop to B", "exchange to B", "capture at C"]
rates = prefactor * 1e-9 * np.exp(-(saddle - site_energy[:, None]) / kT)
cumulative = np.cumsum(rates, axis=1)
total = cumulative[:, -1]

gain = np.zeros((3, 3))
for i in range(3):
    for m in range(3):
        if rates[i, m] > 0:
            gain[i, destination[i, m]] += rates[i, m]
generator = gain - np.diag(total)


def pick_channel(state, u):
    cum = cumulative[state]
    return (u[:, None] * cum[:, -1:] >= cum).sum(axis=1)


def clocks_from_uniforms(state, u):
    k = rates[state]
    return np.divide(-np.log(u), k, out=np.full(k.shape, np.inf), where=k > 0)


def draw_residence(state):
    tau = -np.log(1.0 - rng.random(state.size)) / total[state]
    return tau, pick_channel(state, rng.random(state.size))


def draw_first_reaction(state):
    clocks = clocks_from_uniforms(state, 1.0 - rng.random((state.size, 3)))
    return clocks.min(axis=1), clocks.argmin(axis=1)


def draw_mean_time(state):
    return 1.0 / total[state], pick_channel(state, rng.random(state.size))


def simulate(draw, n, times):
    """Start n walkers in A; return site and jump count at each time."""
    state = np.zeros(n, dtype=int)
    jumps = np.zeros(n, dtype=int)
    clock = np.zeros(n)
    site_at = np.zeros((len(times), n), dtype=int)
    jumps_at = np.zeros((len(times), n), dtype=int)
    active = np.arange(n)
    while active.size:
        tau, channel = draw(state[active])
        old, new = clock[active], clock[active] + tau
        for q, t in enumerate(times):
            hit = active[(old <= t) & (new > t)]
            site_at[q, hit] = state[hit]
            jumps_at[q, hit] = jumps[hit]
        clock[active] = new
        state[active] = destination[state[active], channel]
        jumps[active] += 1
        active = active[new <= times[-1]]
    return site_at, jumps_at


def agrees(freq, prob, n):
    """Five standard errors, for cells with at least 50 expected counts."""
    freq, prob = np.asarray(freq), np.asarray(prob)
    use = prob * n > 50
    error = np.sqrt(prob * (1 - prob) / n)
    return bool(np.all(np.abs(freq - prob)[use] <= 5 * error[use]))


print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV, prefactor {prefactor:.1e} 1/s")
print("site energies A, B, C (eV):", *[f"{e:.2f}" for e in site_energy])
print("saddle energies (eV): A-B hop %.2f, A-B exchange %.2f, A-C %.2f, B-C %.2f"
      % (saddle[0, 0], saddle[0, 1], saddle[0, 2], saddle[1, 2]))
for i in range(3):
    listed = ", ".join(f"to {names[destination[i, m]]} {rates[i, m]:.5f}"
                       for m in range(3) if rates[i, m] > 0)
    print(f"rates from {names[i]} (1/ns): {listed}; total {total[i]:.5f}")
print("mean residence times A, B, C (ns):", *[f"{1 / k:.3f}" for k in total])

# One draw by hand with each method, starting in A
u_time, u_channel = 0.3, 0.7
m = pick_channel(np.array([0]), np.array([u_channel]))[0]
print(f"residence-time draw, u1={u_time}, u2={u_channel}: "
      f"tau = {-np.log(u_time) / total[0]:.3f} ns, u2*K = {u_channel * total[0]:.5f} 1/ns")
print("  cumulative rates (1/ns):", *[f"{c:.5f}" for c in cumulative[0]],
      "-> channel", channel_names[m])
u_clocks = np.array([[0.3, 0.7, 0.2]])
clocks = clocks_from_uniforms(np.array([0]), u_clocks)[0]
print("first-reaction draw, u =", *u_clocks[0], ": clocks (ns)",
      *[f"{c:.3f}" for c in clocks], "-> channel", channel_names[clocks.argmin()])

# Winner law by direct integration over three independent exponential clocks
a, b, c, x, y, z, t = sp.symbols("a b c x y z t", positive=True)
lose_y = sp.integrate(b * sp.exp(-b * y), (y, x, sp.oo))
lose_z = sp.integrate(c * sp.exp(-c * z), (z, x, sp.oo))
density = sp.powsimp(sp.expand(a * sp.exp(-a * x) * lose_y * lose_z))
winner = sp.integrate(density, (x, 0, t))
for m in range(3):
    k = np.roll(rates[0], -m)
    value = float(winner.subs({a: k[0], b: k[1], c: k[2], t: 4.0}).evalf())
    assert abs(value - k[0] / total[0] * (1 - np.exp(-4.0 * total[0]))) < 1e-12

# Joint law of channel and time, sampled by both methods from site A
n_draw = 400000
start = np.zeros(n_draw, dtype=int)
t_joint = 4.0
samples = {"residence": draw_residence(start), "first": draw_first_reaction(start)}
print(f"P(channel, tau <= {t_joint:.0f} ns) from A, {n_draw} draws: "
      "formula, residence-time, first-reaction")
for m in range(3):
    row = []
    for tau, channel in samples.values():
        for limit in (1.0, t_joint, 12.0):
            law = rates[0, m] / total[0] * (1 - np.exp(-total[0] * limit))
            freq = np.mean((channel == m) & (tau <= limit))
            assert agrees(freq, law, n_draw)
            if limit == t_joint:
                row.append(freq)
                shown = law
    print(f"  {channel_names[m]}: {shown:.4f}, {row[0]:.4f}, {row[1]:.4f}")

# Given the winner, the mean waiting time is 1/K for every channel
tau, channel = samples["first"]
print("first-reaction mean waiting time given the winner, and 1/k of its clock (ns):")
for m in range(3):
    won = tau[channel == m]
    assert abs(won.mean() - 1 / total[0]) < 5 / total[0] / np.sqrt(won.size)
    print(f"  {channel_names[m]}: {won.mean():.3f}, {1 / rates[0, m]:.3f}")

# Path sum by repeated quadrature against the matrix exponential
t1, t2 = 10.0, 25.0
grid = np.linspace(0.0, t1, 4001)
decay = np.exp(-np.outer(grid, total))
term = decay * np.array([1.0, 0.0, 0.0])
by_jumps = [term[-1]]
for _ in range(30):
    term = decay * cumulative_trapezoid((term @ gain) / decay, grid, axis=0, initial=0)
    by_jumps.append(term[-1])
by_jumps = np.array(by_jumps)
path_sum = by_jumps.sum(axis=0)
p1 = expm(generator * t1)[0]
assert np.max(np.abs(path_sum - p1)) < 1e-6   # trapezoid error of the grid
count_law = by_jumps.sum(axis=1)
bound_mean = total.max() * t1
for n in range(1, 15):
    assert count_law[n:].sum() <= poisson.sf(n - 1, bound_mean) + 1e-6
print(f"jump-number resolved probabilities at {t1:.0f} ns (A, B, C):")
for n in range(4):
    print(f"  n = {n}:", *[f"{v:.5f}" for v in by_jumps[n]])
print("  sum over n:", *[f"{v:.5f}" for v in path_sum])
print("  matrix exponential:", *[f"{v:.5f}" for v in p1])
print(f"  largest difference: {np.max(np.abs(path_sum - p1)):.1e}")
print(f"P(at least 6 jumps by {t1:.0f} ns) = {count_law[6:].sum():.5f}, Poisson bound "
      f"{poisson.sf(5, bound_mean):.5f} (mean {bound_mean:.3f})")

# Whole trajectories by both methods
n_walk = 200000
two_time = p1[:, None] * expm(generator * (t2 - t1))
print(f"{n_walk} trajectories per method, all started in A")
print("two-time probability P(B at 10 ns, C at 25 ns), propagators: "
      f"{two_time[1, 2]:.4f}")
for label, draw in (("residence-time", draw_residence),
                    ("first-reaction", draw_first_reaction)):
    site, jumps = simulate(draw, n_walk, (t1, t2))
    occupation = np.bincount(site[0], minlength=3) / n_walk
    assert agrees(occupation, p1, n_walk)
    table = np.array([[np.mean((jumps[0] == n) & (site[0] == j)) for j in range(3)]
                      for n in range(12)])
    assert agrees(table, by_jumps[:12], n_walk)
    pairs = np.bincount(3 * site[0] + site[1], minlength=9).reshape(3, 3) / n_walk
    assert agrees(pairs, two_time, n_walk)
    print(f"  {label}: p(10 ns) =", *[f"{v:.4f}" for v in occupation],
          f"; two-time {pairs[1, 2]:.4f}")

# Mean-time shortcut: wrong transient, correct stationary time weights
site, _ = simulate(draw_mean_time, n_walk, (t1, t2))
shortcut = np.bincount(site[0], minlength=3) / n_walk
assert np.max(np.abs(shortcut - p1)) > 0.1
print("  mean-time shortcut: p(10 ns) =", *[f"{v:.4f}" for v in shortcut])
jump_chain = gain / total[:, None]
system = np.vstack([jump_chain.T - np.eye(3), np.ones(3)])
visits = np.linalg.lstsq(system, np.array([0, 0, 0, 1.0]), rcond=None)[0]
time_weights = visits / total
time_weights /= time_weights.sum()
boltzmann = np.exp(-site_energy / kT)
boltzmann /= boltzmann.sum()
assert np.allclose(time_weights, boltzmann, atol=1e-10)
assert np.max(np.abs(time_weights @ generator)) < 1e-10
print("jump-chain visit fractions A, B, C:", *[f"{v:.4f}" for v in visits])
print("visits weighted by 1/K, normalized:", *[f"{v:.4f}" for v in time_weights])
print("Boltzmann weights:", *[f"{v:.4f}" for v in boltzmann])
print("every check passed")
```

Running it gives:

```
temperature 500 K, kT = 0.04309 eV, prefactor 1.0e+13 1/s
site energies A, B, C (eV): 0.00 0.02 -0.06
saddle energies (eV): A-B hop 0.50, A-B exchange 0.52, A-C 0.56, B-C 0.56
rates from A (1/ns): to B 0.09125, to B 0.05736, to C 0.02267; total 0.17128
rates from B (1/ns): to A 0.14515, to A 0.09125, to C 0.03606; total 0.27246
rates from C (1/ns): to A 0.00563, to B 0.00563; total 0.01126
mean residence times A, B, C (ns): 5.838 3.670 88.776
residence-time draw, u1=0.3, u2=0.7: tau = 7.029 ns, u2*K = 0.11990 1/ns
  cumulative rates (1/ns): 0.09125 0.14861 0.17128 -> channel exchange to B
first-reaction draw, u = 0.3 0.7 0.2 : clocks (ns) 13.195 6.218 70.995 -> channel exchange to B
P(channel, tau <= 4 ns) from A, 400000 draws: formula, residence-time, first-reaction
  hop to B: 0.2642, 0.2637, 0.2650
  exchange to B: 0.1661, 0.1657, 0.1647
  capture at C: 0.0656, 0.0655, 0.0658
first-reaction mean waiting time given the winner, and 1/k of its clock (ns):
  hop to B: 5.836, 10.959
  exchange to B: 5.877, 17.433
  capture at C: 5.807, 44.111
jump-number resolved probabilities at 10 ns (A, B, C):
  n = 0: 0.18036 0.00000 0.00000
  n = 1: 0.00000 0.16860 0.10103
  n = 2: 0.23444 0.00162 0.06816
  n = 3: 0.00230 0.09872 0.03086
  sum over n: 0.49015 0.28908 0.22077
  matrix exponential: 0.49015 0.28908 0.22077
  largest difference: 1.3e-08
P(at least 6 jumps by 10 ns) = 0.01157, Poisson bound 0.05873 (mean 2.725)
200000 trajectories per method, all started in A
two-time probability P(B at 10 ns, C at 25 ns), propagators: 0.0946
  residence-time: p(10 ns) = 0.4912 0.2884 0.2204 ; two-time 0.0937
  first-reaction: p(10 ns) = 0.4898 0.2890 0.2212 ; two-time 0.0954
  mean-time shortcut: p(10 ns) = 0.7516 0.0000 0.2484
jump-chain visit fractions A, B, C: 0.4416 0.4416 0.1169
visits weighted by 1/K, normalized: 0.1769 0.1112 0.7119
Boltzmann weights: 0.1769 0.1112 0.7119
every check passed
```
